Spin Adaptation of the Direct RPA Correlation Energy for Closed Shells

A closed-shell molecule is described by a determinant in which each occupied spatial orbital φ_i holds one electron of spin α and one of spin β. The virtual orbitals are φ_a. All orbitals are real, and both spins share the orbital energies ε_i and ε_a. The problem is to find how the direct random-phase approximation (direct RPA) separates into singlet and triplet parts, and what each part contributes to the correlation energy.

Two quantities enter, written in Gaussian units:

D_ia = ε_a − ε_i > 0

K_ia,jb = e² ∫∫ φ_i(r)φ_a(r) φ_j(r′)φ_b(r′) / |r − r′| d³r d³r′

D is treated as a diagonal matrix over the spatial pairs ia. The electron mass enters only through the orbitals and their energies.

A spin-orbital pair p = (iσ → aτ) moves an electron from φ_i with spin σ to φ_a with spin τ. Its creation operator is c†_aτ c_iσ. For two such pairs,

[c†_iσ c_aτ, c†_bτ′ c_jσ′] = δ_ab δ_ττ′ c†_iσ c_jσ′ − δ_ij δ_σσ′ c†_bτ′ c_aτ.

In the determinant this has the expectation value 1 if the pairs are equal and 0 otherwise. The RPA replaces the commutator by that value, so the pairs become bosons: c†_aτ c_iσ → b_p†, with [b_p, b_q†] = δ_pq. Direct RPA keeps the orbital gaps and the classical Coulomb energy of the density fluctuation

δn(r) = Σ_p ⟨σ|τ⟩ φ_i(r)φ_a(r) (b_p + b_p†).

The model Hamiltonian is therefore

H_B = Σ_p D_p b_p†b_p + ½ Σ_pq V_pq (b_p + b_p†)(b_q + b_q†) − ½ Tr V,

V_pq = ⟨σ|τ⟩⟨σ′|τ′⟩ K_ia,jb.

The constant −½ Tr V removes the expectation value of the Coulomb term in the boson vacuum, which represents the determinant. The ground-state energy of H_B is taken as the definition of the direct-RPA correlation energy E_c. It is added to the energy of the determinant.

**(a) Bring H_B to normal order, and find its excitation energies and its ground-state energy in terms of D and V.**

Moving creation operators to the left gives

(b_p + b_p†)(b_q + b_q†) = b_p b_q + b_p†b_q† + b_p†b_q + b_q†b_p + δ_pq.

Since V is symmetric, the two middle terms contribute equally. The last term gives +½ Tr V, which cancels the constant in H_B. Hence

H_B = Σ_pq A_pq b_p†b_q + ½ Σ_pq B_pq (b_p b_q + b_p†b_q†),

A = D + V,  B = V.

To solve it, introduce x_p = (b_p + b_p†)/√2 and y_p = (b_p − b_p†)/(i√2), which satisfy [x_p, y_q] = iδ_pq. Then b_p†b_p = ½(x_p² + y_p² − 1) and (b_p + b_p†)(b_q + b_q†) = 2x_p x_q, so that

H_B = ½ yᵀD y + ½ xᵀ(D + 2V)x − ½ Tr D − ½ Tr V.

The rescaling x = D^½ X, y = D^(−½) Y keeps the commutator and turns the first term into ½YᵀY:

H_B = ½ YᵀY + ½ XᵀM X − ½ Tr A,

M = D^½ (D + 2V) D^½.

M is symmetric. An orthogonal rotation that diagonalizes it, applied to X and Y together, gives independent oscillators ½Y_n² + ½(ħΩ_n)²X_n², where (ħΩ_n)² is an eigenvalue of M. Because [X_n, Y_n] = i, each has the levels ħΩ_n(k + ½), k = 0, 1, 2, … This requires M to be positive definite, which part (b) confirms. With every oscillator in its lowest level,

E_c = ½ (Σ_n ħΩ_n − Tr A).

This is the plasmon formula: half the sum of the RPA energies, less half the sum that would result if B were dropped.

The same energies follow from an excitation operator Q† = Σ_q (U_q b_q† − W_q b_q) with [H_B, Q†] = ħΩ Q†. The commutators needed are

[H_B, b_q†] = Σ_p (A_pq b_p† + B_pq b_p),

[H_B, b_q] = −Σ_p (A_pq b_p + B_pq b_p†).

Comparing coefficients of b† and of b gives

AU + BW = ħΩ U,  −BU − AW = ħΩ W.

The sum and the difference of these equations are (A − B)(U − W) = ħΩ(U + W) and (A + B)(U + W) = ħΩ(U − W). Eliminating U − W yields D(D + 2V)(U + W) = (ħΩ)²(U + W). The matrix D(D + 2V) equals D^½ M D^(−½), so it has the eigenvalues of M.

**(b) Carry out the spin integration in V, and show that M is positive definite.**

Order the spin pairs σ → τ as αα, ββ, αβ, βα. The overlap ⟨σ|τ⟩ is 1 for the first two and 0 for the two spin flips. With the column vector s = (1, 1, 0, 0)ᵀ, the spin and space parts factorize:

V = (s sᵀ) ⊗ K.

The gaps do not depend on spin, so the full gap matrix is the 4 × 4 unit matrix in spin times the spatial D. An up pair and a down pair thus interact with the same strength as two up pairs: the Coulomb force depends on charge and not on spin.

For positivity, take any real coefficients c_ia and form ρ(r) = Σ c_ia φ_i(r)φ_a(r). With the Fourier transform ρ_k = ∫ ρ(r) e^(−ik·r) d³r, and 4π/k² as the transform of 1/r,

cᵀK c = e² ∫∫ ρ(r)ρ(r′)/|r − r′| d³r d³r′ = (e²/2π²) ∫ |ρ_k|²/k² d³k ≥ 0.

K is positive semidefinite, and so is s sᵀ; hence V is too. Since all gaps are positive, M = D² + 2D^½ V D^½ is positive definite and every RPA energy is real and positive.

**(c) Decouple the four spin channels, and determine the total spin of each.**

The matrix s sᵀ gives s sᵀs = 2s, because sᵀs = 2, and it gives zero on any vector orthogonal to s. An orthonormal set of eigenvectors is

(1, 1, 0, 0)/√2 with eigenvalue 2,

(1, −1, 0, 0)/√2, (0, 0, 1, 0), (0, 0, 0, 1) with eigenvalue 0.

Use these real vectors to define new bosons, for instance b_± = (b_αα ± b_ββ)/√2 for each spatial pair. The transformation is orthogonal, so the boson commutators are preserved. It is real, so b and b† transform with the same coefficients and A and B are both changed as O A Oᵀ and O B Oᵀ. The gap matrix is a unit matrix in spin and does not change. The results are

plus channel: A = D + 2K, B = 2K;

each of the other three channels: A = D, B = 0.

No matrix element connects different channels.

The spin follows from S² = ħ²(S₋S₊ + S_z² + S_z), where S₊ = Σ c†_α c_β, summed over spatial orbitals, and S₋ is its adjoint. Let |0⟩ be the closed-shell determinant and define

|1⟩ = c†_aα c_iα|0⟩,  |2⟩ = c†_aβ c_iβ|0⟩,  |F⟩ = c†_aα c_iβ|0⟩.

S₊ annihilates |0⟩: it would have to move a β electron into an α orbital that is already filled. Its commutators are [S₊, c†_aα] = 0, [S₊, c_iα] = −c_iβ, [S₊, c†_aβ] = c†_aα and [S₊, c_iβ] = 0. Therefore

S₊|1⟩ = −|F⟩,  S₊|2⟩ = +|F⟩.

The sum |1⟩ + |2⟩ is annihilated by S₊ and has S_z = 0, so S² = 0: the plus channel is the singlet.

For the difference, S₊(|1⟩ − |2⟩) = −2|F⟩. From [S₋, c†_aα] = c†_aβ and [S₋, c_iβ] = −c_iα one finds S₋|F⟩ = |2⟩ − |1⟩. Thus

S₋S₊(|1⟩ − |2⟩) = 2(|1⟩ − |2⟩),

and S² = 2ħ², the triplet value. The spin flip |F⟩ has S_z = 1 and S₊|F⟩ = 0, so S² = ħ²(0 + 1 + 1) = 2ħ². Interchanging α and β gives the same value for the other spin flip. The three uncoupled channels are the three components of a triplet.

**(d) Find the singlet and triplet energies and their contributions to E_c.**

In the triplet channels H_B is Σ D_ia b_ia†b_ia. Its excitation energies are the bare gaps, and its ground state is the boson vacuum with energy zero. The plasmon formula agrees: ½(Σ D_ia − Tr D) = 0 for each component.

In the singlet channel V is replaced by 2K, so (ħΩ_n^S)² are the eigenvalues of

M^S = D^½ (D + 4K) D^½,

and the whole correlation energy is

E_c = ½ [Σ_n ħΩ_n^S − Tr(D + 2K)].

The factors of two have one origin, sᵀs = 2: A contains 2K, and A + B then contains 4K.

The physical reason is that the singlet adds the up and down density fluctuations. In the triplet with S_z = 0 they cancel, and a spin flip has no charge-density matrix element. A fluctuation without charge density has no Coulomb energy in this model.

Two inequalities follow. First, M^S − D² = 4D^½ K D^½ is positive semidefinite. By the min-max principle, each singlet energy, taken in increasing order, is at or above the gap of the same rank. Second, the normal-ordered H_B has expectation value zero in the boson vacuum. Its ground-state energy cannot exceed that, so E_c ≤ 0.

The derivation uses real orbitals, positive gaps equal for both spins, and no exchange integrals in A or B. It holds for Hartree–Fock or Kohn–Sham orbital energies that meet these conditions. In an open shell the gaps generally depend on spin, and the rotation in part (c) no longer leaves the gap matrix unchanged.

**(e) Rewrite E_c as an integral over imaginary frequency, and extract its second-order part.**

For positive a and b define

I(a) = ∫₀^∞ ln[(u² + a²)/(u² + b²)] du.

Then dI/da = ∫₀^∞ 2a/(u² + a²) du = π, and I(b) = 0, so I(a) = π(a − b). Here u is an energy, ħ times the imaginary frequency. Summing over the eigenvalues of M^S and D² gives

Σ_n ħΩ_n^S − Tr D = (1/π) ∫₀^∞ ln[det(M^S + u²)/det(D² + u²)] du.

Since M^S + u² = (D² + u²) + 4D^½ K D^½, the ratio of determinants is det[1 + (D² + u²)⁻¹ 4D^½ K D^½]. The identity det(1 + PQ) = det(1 + QP), with P = (D² + u²)⁻¹D^½ and Q = 4K D^½, turns it into det[1 + Π(u)], where

Π(u) = 4K D (D² + u²)⁻¹.

The remaining term −Tr K in E_c comes from the trace of Π, because ∫₀^∞ D_p/(D_p² + u²) du = π/2 and so ∫₀^∞ Tr Π du = 2π Tr K. Hence

E_c = (1/2π) ∫₀^∞ {ln det[1 + Π(u)] − Tr Π(u)} du.

For weak coupling, ln det(1 + Π) − Tr Π = −½ Tr Π² plus terms of third order in K. With p and q now denoting spatial pairs,

E_c⁽²⁾ = −(4/π) Σ_pq K_pq² D_p D_q ∫₀^∞ du / [(D_p² + u²)(D_q² + u²)].

Partial fractions give the integral as

(π/2)(1/D_p − 1/D_q)/(D_q² − D_p²) = π / [2D_p D_q(D_p + D_q)],

with the case D_p = D_q obtained by continuity. Therefore

E_c⁽²⁾ = −2 Σ_pq K_pq²/(D_p + D_q).

**(f) Evaluate the result for H₂ with one spatial excitation. What do the omitted exchange terms change?**

Take H₂ at a bond length of 1.4 bohr with restricted Hartree–Fock orbitals in the STO-3G basis. There is one occupied and one virtual orbital, so D and K are numbers. In hartree (e²/a₀, with a₀ the Bohr radius),

D = 0.670268 − (−0.578203) = 1.248471,  K = 0.181258.

The singlet matrices are A = D + 2K = 1.610987 and B = 2K = 0.362516, and D + 4K = 1.973502. The energies are

ħΩ^S = √(1.248471 × 1.973502) = 1.569669 hartree,

E_c = ½(1.569669 − 1.610987) = −0.020659 hartree = −0.5622 eV.

These are minimal-basis values: in cc-pVTZ, with all virtual orbitals included, the direct-RPA correlation energy of H₂ is −0.0545 hartree and the lowest gap 0.762 hartree. The triplet energy is D itself. Diagonalizing the original H_B for an up and a down boson, with 18 number states each, gives the same ground-state energy and first excitations at 1.248471 and 1.569669 hartree. The lower one is the out-of-phase motion of the two bosons and the upper one the in-phase motion.

If the up and down pairs were treated as separate problems, each would have A = D + K and B = K. The total would be

√[D(D + 2K)] − D − K = −0.011536 hartree,

which lacks the coupling between the spins.

The second-order formula gives −2K²/(2D) = −0.026316 hartree, while second-order Møller–Plesset theory (MP2), which includes exchange, gives −0.013158 hartree. The factor of two can be traced. In spin orbitals, direct second order has four equal terms: up-up, down-down, up-down and down-up. The first two would excite the single electron of one spin twice, which the Pauli principle forbids. Exchange cancels them in MP2 and leaves −K²/(2D). Direct RPA retains them as a self-interaction error.

Exchange also matters for the triplet energy. Write h_i and h_a for the one-electron energies, J_ii = (ii|ii) and J_ia = (ii|aa) for the Coulomb integrals between orbital densities. The closed-shell determinant has energy 2h_i + J_ii, apart from the nuclear repulsion. The determinant with two α electrons, one in each orbital, has energy h_i + h_a + J_ia − K. The Hartree–Fock orbital energies are ε_i = h_i + J_ii and ε_a = h_a + 2J_ia − K. Subtracting,

E_triplet − E_closed = h_a − h_i + J_ia − K − J_ii = D − J_ia.

Numerically this is 1.248471 − 0.663564 = 0.584907 hartree, less than half the direct-RPA triplet energy. The exact triplet excitation in this basis is 0.606 hartree; in cc-pVTZ it is 0.393 hartree against a lowest gap of 0.762 hartree. The bare Hartree–Fock gap is therefore a property of the approximation and a poor estimate of this triplet excitation. The relation D − J_ia rests on Hartree–Fock orbital energies; Kohn–Sham gaps can be much smaller, and this comparison does not carry over to them. Likewise, the vanishing triplet contribution to E_c has been shown here for direct RPA, not for versions that keep exchange in A and B.

**(g) Apply the formula to water, and compare it with the calculation over all spin-orbital pairs.**

Take O–H lengths of 1.8 bohr, an angle of 105° and restricted Hartree–Fock orbitals in the 6-31G basis. Five occupied and eight virtual orbitals give 5 × 8 = 40 spatial pairs and 4 × 40 = 160 spin-orbital pairs. The singlet problem has dimension 40. Its sums, in hartree, are

Σ ħΩ_n^S = 233.631406,  Tr D = 230.622054,  2 Tr K = 3.285415,

so that

E_c = ½(233.631406 − 230.622054 − 3.285415) = −0.13803 hartree = −3.756 eV.

The energy is a small difference of large sums, which is why the sums are given to more digits than the result deserves as a physical estimate. The basis is small, and the value is not a converged correlation energy of water: the same formula gives −0.231 hartree in cc-pVDZ and −0.328 hartree in cc-pVTZ. The excitation energies quoted below are also basis-dependent; in aug-cc-pVDZ the lowest gap is 0.545 and the lowest singlet 0.548 hartree.

The full matrix over 160 pairs, built without spin adaptation, gives the same E_c. So does the frequency integral with the spin-orbital response. The complete spectrum consists of the 40 singlet energies and three copies of the 40 gaps, with a largest mismatch of 1.3 × 10⁻¹³ hartree. The lowest triplet lies at the lowest gap, 0.7064 hartree, and the lowest singlet at 0.7291 hartree, in line with the ordering found in part (d).

Direct second order gives −0.19658 hartree, larger in magnitude than the direct-RPA energy by 42% of the latter. (In cc-pVTZ the excess is 27%.) The higher orders in K, taken together, thus reduce the magnitude of the correlation energy substantially here. They cannot be added term by term: the expansion of ln det(1 + Π) needs the eigenvalues of Π below 1, and for water in 6-31G the largest eigenvalue of Π(0) is 1.23, so the power series in K alternates and does not converge. For H₂, 4K/D = 0.58 and it does. For a single excitation the sign of the first correction can be seen by expanding the square root in powers of K/D:

E_c = ½{√[D(D + 4K)] − D − 2K} = −K²/D + 2K³/D² + …

The third-order term is positive. The reason can be read from the derivatives. With ħΩ^S = √[D(D + 4K)], one has dE_c/dK = D/ħΩ^S − 1 and d²E_c/dK² = −2D²/(ħΩ^S)³. At K = 0 the curvature is −2/D, the second-order value. As K grows, the in-phase oscillation stiffens, ħΩ^S rises and the curvature shrinks in magnitude, so E_c falls more slowly than −K²/D. The numerical check checks numerically the spin assignments, the block structure of A and B, the complete spectrum, the plasmon and frequency-integral energies, the second-order limit and the H₂ comparisons; the third-order term above is derived, not tested.

Computed results

```
S^2/hbar^2 of plus, minus, two spin-flip states: 0.0 2.0 2.0 2.0
H2, RHF/STO-3G
  bond length: 1.4 bohr
  occupied orbital energy: -0.578203 hartree
  virtual orbital energy: 0.670268 hartree
  gap D = triplet RPA energy: 1.248471 hartree
  Coulomb integral K: 0.181258 hartree
  singlet A = D + 2K: 1.610987 hartree
  singlet B = 2K: 0.362516 hartree
  D + 4K: 1.973502 hartree
  singlet RPA energy: 1.569669 hartree
  E_c, plasmon formula: -0.020659 hartree
  E_c, plasmon formula: -0.5622 eV
  boson number states per mode: 18
  E_c, boson diagonalization: -0.020659 hartree
  first boson excitation: 1.248471 hartree
  second boson excitation: 1.569669 hartree
  E_c if up and down uncoupled: -0.011536 hartree
  direct second-order energy: -0.026316 hartree
  MP2 energy with exchange: -0.013158 hartree
  integral (ii|aa): 0.663564 hartree
  real triplet determinant above RHF: 0.584907 hartree
Water, RHF/6-31G
  O-H length: 1.8 bohr; angle: 105 degrees
  occupied, virtual spatial orbitals: 5, 8
  spatial pairs: 40; spin-orbital pairs: 160
  lowest gap = lowest triplet: 0.706404 hartree
  lowest singlet RPA energy: 0.729106 hartree
  sum of singlet RPA energies: 233.631406 hartree
  sum of gaps Tr D: 230.622054 hartree
  2 Tr K: 3.285415 hartree
  E_c, singlet formula: -0.138032 hartree
  E_c, singlet formula: -3.7560 eV
  E_c, all spin-orbital pairs: -0.138032 hartree
  E_c, frequency integral: -0.138032 hartree
  size of triplet part of E_c: 0.0e+00 hartree
  largest spectrum mismatch: 1.3e-13 hartree
  direct second-order energy: -0.196581 hartree
  second order from weak coupling: -0.196581 hartree
  coupling strength used there: 0.002 (no unit)
```

The molecular numbers use the small basis 6-31G, STO-3G and are not converged values.
